# Why defect energy differences converge faster than charged formation energies: a numerical check

```python
"""
Result under test: for a localised charge density rho of net charge q in a cubic
periodic cell of edge L with neutralising background, in a medium of permittivity eps,
  E(L) - E(isolated) = (k/eps) * [ -alpha q^2/(2L) + 2 pi S/(3 L^3) + O(L^-5) ],
  S = q*Q - p^2,  Q = integral rho r^2,  p = integral rho r,  k = e^2/(4 pi eps0).
Two localised configurations of equal q in one cell share the 1/L term, so their
energy difference has an error of order 1/L^3 only.
Example: nickel vacancy (-2) with one bound hole (+1) in NiO, Gaussian charges.
A density is a list of (charge in e, Gaussian width in nm, position in nm).
Energies called "reduced" are in 1/nm and become eV when multiplied by k/eps.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc

pi = np.pi
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9      # eV nm


def periodic_energy(density, cell):
    """Reduced energy per cell by explicit reciprocal sum, k = 0 omitted."""
    kmax = 6.0 / min(width for _, width, _ in density)
    axes = []
    for i, edge in enumerate(cell):
        n = int(np.ceil(kmax * edge / (2 * pi)))
        start = 0 if i == 2 else -n
        axes.append(2 * pi * np.arange(start, n + 1) / edge)
    kx, ky, kz = axes[0][:, None, None], axes[1][None, :, None], axes[2][None, None, :]
    k2 = kx**2 + ky**2 + kz**2
    rho = np.zeros(k2.shape, dtype=complex)
    for charge, width, pos in density:
        phase = (np.exp(-1j * kx * pos[0]) * np.exp(-1j * ky * pos[1])
                 * np.exp(-1j * kz * pos[2]))
        rho += charge * np.exp(-0.5 * k2 * width**2) * phase
    weight = np.where(kz > 0, 2.0, 1.0)                   # rho(-k) = conj(rho(k))
    zero = k2 == 0
    k2[zero] = 1.0
    terms = weight * np.abs(rho)**2 / k2
    terms[zero] = 0.0
    return 2 * pi * terms.sum() / np.prod(cell)


def isolated_energy(density):
    """Reduced energy of the same Gaussians without images."""
    total = 0.0
    for i, (qi, si, ri) in enumerate(density):
        total += qi**2 / (2 * np.sqrt(pi) * si)
        for qj, sj, rj in density[:i]:
            dist = np.linalg.norm(np.subtract(ri, rj))
            total += qi * qj * erf(dist / np.sqrt(2 * (si**2 + sj**2))) / dist
    return total


def moment_S(density):
    q = sum(c for c, _, _ in density)
    p = sum(c * np.array(r) for c, _, r in density)
    second = sum(c * (np.dot(r, r) + 3 * s**2) for c, s, r in density)
    return q * second - p @ p


def image_error(density, cell):
    return periodic_energy(density, cell) - isolated_energy(density)


def ewald_alpha(eta):
    """Constant alpha of the simple cubic lattice of unit edge."""
    n = np.arange(-7, 8)
    x, y, z = np.meshgrid(n, n, n, indexing="ij")
    r2 = (x**2 + y**2 + z**2).ravel().astype(float)
    r2 = r2[r2 > 0]
    recip = np.sum(np.exp(-pi**2 * r2 / eta**2) / (pi * r2))
    real = np.sum(erfc(eta * np.sqrt(r2)) / np.sqrt(r2))
    return -(recip + real - 2 * eta / np.sqrt(pi) - pi / eta**2)


def exponent(err1, err2, len1, len2):
    return np.log(abs(err2 / err1)) / np.log(len2 / len1)


# ---- lattice constant alpha: must not depend on the splitting parameter
alpha = ewald_alpha(2.0)
assert abs(alpha - ewald_alpha(2.7)) < 1e-10

# ---- parameters of the example (rough typical values for NiO)
a = 0.42
eps_static, eps_electronic = 12.0, 6.0
width_vac, width_hole = 0.07, 0.05
scale = coulomb / eps_static
vacancy = (-2.0, width_vac, (0.0, 0.0, 0.0))
conf_A = [vacancy, (1.0, width_hole, (a / 2, a / 2, 0.0))]
conf_B = [vacancy, (1.0, width_hole, (a, 0.0, 0.0))]
q_net = sum(c for c, _, _ in conf_A)
dist_A, dist_B = a / np.sqrt(2), a

# ---- isolated energy against a one-dimensional integral over wave number
for conf, dist in ((conf_A, dist_A), (conf_B, dist_B)):
    def integrand(k, dist=dist):
        cross = np.exp(-k**2 * (width_vac**2 + width_hole**2) / 2)
        return (4 * np.exp(-(k * width_vac)**2) + np.exp(-(k * width_hole)**2)
                - 4 * cross * np.sinc(k * dist / pi)) / pi
    numeric = quad(integrand, 0, 160, limit=400, epsabs=1e-10)[0]
    assert abs(numeric - isolated_energy(conf)) < 1e-7

# ---- 1/L^3 coefficient for an arbitrary density without symmetry
# two cells remove the next order, which is smaller by 1/L^2
general = [(-2.0, 0.08, (0.05, -0.10, 0.02)), (1.0, 0.09, (0.15, 0.05, -0.10)),
           (2.0, 0.10, (-0.10, 0.12, 0.08))]
q_general = sum(c for c, _, _ in general)
coef = {}
for edge in (2.0, 3.0):
    rest = image_error(general, (edge,) * 3) + alpha * q_general**2 / (2 * edge)
    coef[edge] = rest * edge**3
coef_limit = (9 * coef[3.0] - 4 * coef[2.0]) / 5
coef_formula = 2 * pi / 3 * moment_S(general)
assert abs(coef_limit / coef_formula - 1) < 2e-3
shifted = [(c, s, tuple(np.add(r, (0.3, -0.2, 0.1)))) for c, s, r in general]
assert abs(moment_S(shifted) - moment_S(general)) < 1e-12

# ---- integral of the short-range potential about the charge centre
# configuration B: the centre lies at -a, so vacancy at a and hole at 2a from it
nodes_r, w_r = np.polynomial.legendre.leggauss(400)
nodes_c, w_c = np.polynomial.legendre.leggauss(400)
r_end = 2 * a + 9 * width_vac
r = 0.5 * r_end * (nodes_r + 1)
rr, cc = r[:, None], nodes_c[None, :]
phi = np.zeros((400, 400))
for charge, width, place in ((-2.0, width_vac, a), (1.0, width_hole, 2 * a)):
    dd = np.sqrt(rr**2 + place**2 - 2 * rr * place * cc)
    phi += charge * erf(dd / (np.sqrt(2) * width)) / dd
short = 0.5 * (phi @ w_c) - q_net / r
short_integral = np.sum(0.5 * r_end * w_r * 4 * pi * r**2 * short)
Qc_B = moment_S(conf_B) / q_net
assert abs(short_integral / (-2 * pi / 3 * Qc_B) - 1) < 1e-4

# ---- cubic cells: single energy, difference, delocalised hole
multiples = (2, 4, 6, 8)
err_A, err_B, err_diff, err_deloc = {}, {}, {}, {}
for n in multiples:
    cell = (n * a,) * 3
    err_A[n] = image_error(conf_A, cell)
    err_B[n] = image_error(conf_B, cell)
    err_diff[n] = err_B[n] - err_A[n]
    # a uniform hole has only the k = 0 component and drops out of the sum
    err_deloc[n] = err_A[n] - image_error([vacancy], cell)

slope_A = exponent(err_A[6], err_A[8], 6, 8)
slope_diff = exponent(err_diff[6], err_diff[8], 6, 8)
slope_deloc = exponent(err_deloc[6], err_deloc[8], 6, 8)
delta_S = moment_S(conf_B) - moment_S(conf_A)
lead = {n: 2 * pi * delta_S / (3 * (n * a)**3) for n in multiples}
slope_rest = exponent(err_diff[6] - lead[6], err_diff[8] - lead[8], 6, 8)
# finite cells still carry the next order, hence the tolerances
assert abs(slope_A + 1) < 0.1
assert abs(slope_diff + 3) < 0.2
assert abs(slope_rest + 5) < 0.2
assert abs(slope_deloc + 1) < 0.1
deloc_formula = alpha * (4 - q_net**2) / (2 * 8 * a)
assert abs(err_deloc[8] / deloc_formula - 1) < 0.05

# ---- elongated cells L x L x 2L: common cell, then two different shapes
tet_diff, mixed = {}, {}
for n in (4, 6):
    tet = (n * a, n * a, 2 * n * a)
    tet_A = image_error(conf_A, tet)
    tet_diff[n] = image_error(conf_B, tet) - tet_A
    mixed[n] = err_B[n] - tet_A
slope_tet = exponent(tet_diff[4], tet_diff[6], 4, 6)
assert abs(slope_tet + 3) < 0.35          # small cells, next order visible
assert abs(mixed[6]) > 5 * abs(err_diff[6])

# ---- relaxed against frozen ions: minimise over the ionic polarisation charge
chi_ion = (eps_static - eps_electronic) / (4 * pi)
mode = lambda pol: 2 * pi / eps_electronic * (1 - pol)**2 + pol**2 / (2 * chi_ion)
relaxed_mode = minimize_scalar(mode).fun
assert abs(relaxed_mode - 2 * pi / eps_static) < 1e-8
ratio_relaxed = relaxed_mode / mode(0.0)
err_frozen = {n: scale * err_A[n] * (1 - 1 / ratio_relaxed) for n in multiples}

# ---- extrapolation from the cells 4a and 6a
def extrapolate(e4, e6, power):
    return (6**power * e6 - 4**power * e4) / (6**power - 4**power)

extra_A = scale * extrapolate(err_A[4], err_A[6], 1)
extra_diff = scale * extrapolate(err_diff[4], err_diff[6], 3)
assert abs(extra_diff) < abs(scale * err_diff[6])
assert abs(extra_A) < abs(scale * err_A[6])

# ---- lengths from the leading terms
target = 0.010
len_single = scale * alpha * q_net**2 / (2 * target)
len_diff = (scale * 2 * pi * abs(delta_S) / (3 * target))**(1 / 3)
len_cross = np.sqrt(4 * pi * abs(delta_S) / (3 * alpha * q_net**2))
iso_diff = scale * (isolated_energy(conf_B) - isolated_energy(conf_A))

# ---- neglected effects, rough inputs
bulk_GPa, dipole_A, dipole_B, depth, temp = 200.0, 5.0, 6.0, 1.0, 300.0
bulk = bulk_GPa * 1e9 / const.e * 1e-27                   # eV/nm^3
kappa = np.sqrt(2 * const.m_e * depth * const.e) / const.hbar * 1e-9
kT = const.k * temp / const.e
elastic = {n: (dipole_B**2 - dipole_A**2) / (2 * bulk * (n * a)**3) for n in (2, 4)}
tail = {n: depth * np.exp(-kappa * n * a) for n in (2, 4)}

print(f"k = e^2/(4 pi eps0): {coulomb:.5f} eV nm")
print(f"cubic lattice constant alpha: {alpha:.6f}")
print(f"NiO lattice constant a (rough): {a:.2f} nm")
print(f"permittivity static, electronic (rough): {eps_static:.0f}, {eps_electronic:.0f}")
print(f"Gaussian widths vacancy, hole: {width_vac:.2f}, {width_hole:.2f} nm")
print(f"net charge: {q_net:.0f} e")
print(f"vacancy-hole distance A, B: {dist_A:.4f}, {dist_B:.4f} nm")
print(f"S of A, B: {moment_S(conf_A):.4f}, {moment_S(conf_B):.4f} e^2 nm^2")
print(f"S_B - S_A: {delta_S:.4f} e^2 nm^2")
print(f"isolated E_B - E_A: {iso_diff:.4f} eV")
for n in multiples:
    print(f"L = {n}a = {n*a:.2f} nm: error of E_A {1e3*scale*err_A[n]:.2f} meV, "
          f"E_B {1e3*scale*err_B[n]:.2f} meV")
    print(f"  error of E_B-E_A {1e3*scale*err_diff[n]:.3f} meV, "
          f"1/L^3 term {1e3*scale*lead[n]:.3f} meV")
    print(f"  common 1/L term {-1e3*scale*alpha*q_net**2/(2*n*a):.2f} meV")
print(f"exponent 6a to 8a, E_A: {slope_A:.3f}")
print(f"exponent 6a to 8a, E_B-E_A: {slope_diff:.3f}")
print(f"exponent 6a to 8a, rest after 1/L^3 term: {slope_rest:.3f}")
print(f"test density, 1/L^3 coefficient: sum {coef_limit:.5f}, "
      f"formula {coef_formula:.5f} e^2 nm^2")
print(f"short-range potential integral, B: sum {short_integral:.5f}, "
      f"formula {-2*pi/3*Qc_B:.5f} e nm^2")
print(f"crossover length L*: {len_cross:.3f} nm")
print(f"L for 10 meV leading error: E_A {len_single:.1f} nm, E_B-E_A {len_diff:.2f} nm")
print(f"error after extrapolation 4a,6a: E_A {1e3*extra_A:.2f} meV, "
      f"E_B-E_A {1e3*extra_diff:.3f} meV")
print(f"elongated cell LxLx2L, exponent 4a to 6a of E_B-E_A: {slope_tet:.3f}")
for n in (4, 6):
    print(f"L = {n}a: E_B-E_A error, both elongated {1e3*scale*tet_diff[n]:.2f} meV, "
          f"B cubic A elongated {1e3*scale*mixed[n]:.2f} meV")
print(f"localised A minus delocalised hole, error at 4a, 8a: "
      f"{1e3*scale*err_deloc[4]:.1f}, {1e3*scale*err_deloc[8]:.1f} meV")
print(f"  exponent 6a to 8a: {slope_deloc:.3f}")
print(f"relaxed minus frozen ions, error at 4a, 8a: "
      f"{1e3*err_frozen[4]:.1f}, {1e3*err_frozen[8]:.1f} meV")
print(f"rough inputs: bulk modulus {bulk_GPa:.0f} GPa, elastic dipoles "
      f"{dipole_A:.0f}, {dipole_B:.0f} eV, level depth {depth:.0f} eV")
print(f"elastic image scale in E_B-E_A at 2a, 4a: {1e3*elastic[2]:.1f}, "
      f"{1e3*elastic[4]:.2f} meV")
print(f"orbital tail scale at 2a, 4a: {1e3*tail[2]:.1f}, {1e3*tail[4]:.2f} meV")
print(f"isolated E_B-E_A if only electrons screen: "
      f"{iso_diff*eps_static/eps_electronic:.4f} eV")
print(f"kT at {temp:.0f} K: {1e3*kT:.2f} meV")
print(f"factor by which population ratio B/A is wrong at 2a, 4a: "
      f"{np.exp(-scale*err_diff[2]/kT):.1f}, {np.exp(-scale*err_diff[4]/kT):.2f}")
print("no test failed")
```

It prints:

```
k = e^2/(4 pi eps0): 1.43996 eV nm
cubic lattice constant alpha: 2.837297
NiO lattice constant a (rough): 0.42 nm
permittivity static, electronic (rough): 12, 6
Gaussian widths vacancy, hole: 0.07, 0.05 nm
net charge: -1 e
vacancy-hole distance A, B: 0.2970, 0.4200 nm
S of A, B: -0.1545, -0.3309 e^2 nm^2
S_B - S_A: -0.1764 e^2 nm^2
isolated E_B - E_A: 0.2362 eV
L = 2a = 0.84 nm: error of E_A -264.31 meV, E_B -405.19 meV
  error of E_B-E_A -140.877 meV, 1/L^3 term -74.798 meV
  common 1/L term -202.66 meV
L = 4a = 1.68 nm: error of E_A -109.41 meV, E_B -120.63 meV
  error of E_B-E_A -11.224 meV, 1/L^3 term -9.350 meV
  common 1/L term -101.33 meV
L = 6a = 2.52 nm: error of E_A -69.96 meV, E_B -72.98 meV
  error of E_B-E_A -3.015 meV, 1/L^3 term -2.770 meV
  common 1/L term -67.55 meV
L = 8a = 3.36 nm: error of E_A -51.68 meV, E_B -52.91 meV
  error of E_B-E_A -1.227 meV, 1/L^3 term -1.169 meV
  common 1/L term -50.66 meV
exponent 6a to 8a, E_A: -1.053
exponent 6a to 8a, E_B-E_A: -3.126
exponent 6a to 8a, rest after 1/L^3 term: -5.011
test density, 1/L^3 coefficient: sum -0.30640, formula -0.30641 e^2 nm^2
short-range potential integral, B: sum -0.69304, formula -0.69304 e nm^2
crossover length L*: 0.510 nm
L for 10 meV leading error: E_A 17.0 nm, E_B-E_A 1.64 nm
error after extrapolation 4a,6a: E_A 8.92 meV, E_B-E_A 0.442 meV
elongated cell LxLx2L, exponent 4a to 6a of E_B-E_A: -3.203
L = 4a: E_B-E_A error, both elongated -11.72 meV, B cubic A elongated -46.80 meV
L = 6a: E_B-E_A error, both elongated -3.20 meV, B cubic A elongated -27.19 meV
localised A minus delocalised hole, error at 4a, 8a: 292.8, 150.6 meV
  exponent 6a to 8a: -0.975
relaxed minus frozen ions, error at 4a, 8a: 109.4, 51.7 meV
rough inputs: bulk modulus 200 GPa, elastic dipoles 5, 6 eV, level depth 1 eV
elastic image scale in E_B-E_A at 2a, 4a: 7.4, 0.93 meV
orbital tail scale at 2a, 4a: 13.5, 0.18 meV
isolated E_B-E_A if only electrons screen: 0.4725 eV
kT at 300 K: 25.85 meV
factor by which population ratio B/A is wrong at 2a, 4a: 232.6, 1.54
no test failed
```
